Continuous cellular automaton for silicon etching: calibration and orientation error

**Result**

In a continuous cellular automaton each silicon atom carries a mass that starts at 1 and shrinks at a rate set by its remaining neighbours. The atom vanishes at mass zero. For a planar front with unit normal n, pointing from crystal to etchant, the recession speed is

v(n) = Σ_k r_k ℓ_k(n, x).

Here r_k is the mass-loss rate of site class k, and ℓ_k is the distance the front recedes while an atom is in that class. The number x is the offset between the two sublattices, fixed by requiring the same v from both. Calibration then needs no lattice simulation.

With seven site classes and nine facet speeds in the range of KOH etching, five speeds are reproduced and four miss by 10 to 16 %. Over all orientations the rms speed error is 117 nm/min, or 14 % of the mean reference speed. After 60 min this is a front error of 7.0 µm rms. Facet speeds alone do not define an error between facets, so these figures refer to a reference law chosen below.

**Scheme**

Let n1 be the number of bonds an atom still has (4 in the bulk) and n2 the number of its second neighbours (12 in the bulk). The classes (n1, n2) are

a: (3, ≥9)   b: (3, 8)   c: (3, ≤7)
d: (2, ≥8)   e: (2, 7)   g: (2, ≤6)
f: n1 ≤ 1

An atom with n1 = 4 has rate zero. Below, a, b, … also denote the rates. Losing a neighbour must never lower a rate, which requires

a ≤ b ≤ min(c, d),   max(c, d) ≤ e ≤ g ≤ f.

Rates are constant between removals, so each removal time follows directly and no time step is needed:

```
for each exposed atom i: push (mass[i]/rate[i], i, version[i])
while heap not empty:
    t, i, stamp = pop smallest time
    if i is gone or stamp != version[i]: continue
    remove i; lower n1 or n2 of its neighbours
    for each remaining neighbour j whose rate changes:
        mass[j] -= rate[j]*(t - last[j]); last[j] = t
        rate[j] = table[n1[j], n2[j]]; version[j] += 1
        push (t + max(mass[j],0)/rate[j], j, version[j])
```

**Derivation of the speed**

Try a steady front in which an atom at r on sublattice s = A or B vanishes at

T = −n·r/v + δ_s.

The minus sign makes outer atoms go first. Define x = v(δ_B − δ_A), so that B atoms go later by the recession distance x. Let a neighbour lie higher by h = n·Δr. Measured back from an atom's own removal, the neighbour vanished a recession distance

h for a second neighbour (same sublattice),
h − x for a B neighbour of an A atom,
h + x for an A neighbour of a B atom

earlier. A negative value means that it vanishes later. Let y be the recession distance still to go before the atom's own removal. A neighbour is missing at y if its value above exceeds y. This fixes n1(y), n2(y) and the rate. The atom loses mass 1 in total, and dt = dy/v in magnitude, so

1 = ∫ r dt = (1/v) ∫₀^∞ r(n1(y), n2(y)) dy.

Multiplying by v and collecting the intervals of each class gives the stated formula. Call the integral I_A(x) for A atoms and I_B(x) for B atoms. The condition on x is I_A = I_B.

Raising x keeps the B neighbours of A atoms in place longer, so I_A cannot rise; by the same reasoning I_B cannot fall. Both are continuous, because the interval ends move continuously. For large positive x, I_A is zero and I_B is positive; for large negative x the roles are exchanged. A crossing therefore exists. If there were two, at x₁ < x₂, then I_A(x₁) ≥ I_A(x₂) = I_B(x₂) ≥ I_B(x₁) = I_A(x₁), so all are equal and v is unique. Bisection on x suffices:

```
speed(n):
    find x with I_A(x) = I_B(x)
    return I_A(x)
```

**Initial roughness**

Take two surfaces on the same periodic cell, the second having no atom that the first lacks and no larger mass anywhere. Its atoms have no extra neighbours, so their rates are at least as large, and the ordering persists. A rough surface of bounded depth can be enclosed between two shifted copies of the steady front. Both copies move at v, so the rough front has the same long-time speed.

As a test, a (311) slab was started with random masses in its outer 0.49 nm. The argument allows a speed deviation of 2.2 % over the measured depth; the deviation found was below 0.001 %.

**Calibration by hand**

For a facet (hkl) write N = √(h² + k² + l²) and measure atomic offsets in quarters of the lattice constant a0 = 0.5431 nm. Heights are then integers times a0/(4N). The bonds of an A atom have heights h+k+l, h−k−l, −h+k−l and −h−k+l; those of a B atom have the opposite signs. When l = 0 the two sets coincide, so I_A(x) = I_B(−x) and x = 0.

(100): the upper bonds have height 1 and the four upper second neighbours height 2. For y < 1 the class is (2, 8), and beyond that the atom is buried. Hence

v100 = a0 d/4.

(110): one bond has height 2, and five second neighbours have height 2 or more. For y < 2 the class is (3, 7), so

v110 = (a0/(4√2)) · 2c = a0 c/(2√2).

(111): an A atom has one upper bond of height 3 and a B atom has three of height 1. Thus I_A = a(3 − x) and I_B = f(1 + x), in units of a0/(4√3). With V the common value, 3 − x = V/a and 1 + x = V/f. Adding them removes x and gives 4 = V(1/a + 1/f), or

v111 = (a0/√3)/(1/a + 1/f).

(210): the upper bonds have heights 3 and 1, the upper second neighbours 6, 4, 4, 2, 2, 2. The class is g for y < 1, c for 1 < y < 2 and a for 2 < y < 3:

v210 = a0(g + c + a)/(4√5).

(310): the upper bonds have heights 4 and 2, the upper second neighbours 8, 6, 6, 4, 2, 2. The class is g for y < 2 and b for 2 < y < 4:

v310 = a0(g + b)/(2√10).

The target speeds are 600 for (100), 1100 for (110), 6 for (111), and 1000 for (210), (310) and (311). They are 900 for (211), 800 for (331) and 600 for (221), all in nm/min. The rate f is set to 20c by assumption. Inversion then gives, in 1/min,

d = 4·600/0.5431 = 4419
c = 2√2·1100/0.5431 = 5729
a = 19.1
g = 4√5·1000/0.5431 − c − a ≈ 10721
b = 2√10·1000/0.5431 − g ≈ 924

A least-squares fit of b, e and g to the six remaining facets returns the same b and g, with e = 9558. The required ordering of the rates holds.

**Which misfits cannot be fitted away**

For (331) the upper bond of an A atom has height 7; those of a B atom have heights 1, 1 and 5. The upper second neighbours have heights 12, 8, 8, 4, 4. With z = 1 + x small and positive,

I_A = 4c + a(4 − z),
I_B = fz + c(4 − z) + az.

Equating them gives z = 4a/(f − c + 2a), which is about 0.0007. For (221) the same count replaces 4c by 2c and c(4 − z) by c(2 − z), and z is unchanged. Dropping az,

v331 ≈ (a0/√19)(c + a) = 716 nm/min,
v221 ≈ (a0/6)(c + 2a) = 522 nm/min.

Neither contains b, e or g. Once (110) fixes c, these facets stay 10.5 % and 13.0 % below target. The rate f enters through az alone, so these speeds hardly identify it. Doubling f, with a readjusted to keep v111, changed none of eleven tested speeds by as much as 0.001 %.

For (311) the balance is, in units of a0/(4√11),

e(1 − x) + c(3 + x) + a(1 − x) = e(3 + x).

Collecting x gives x = (3c − 2e + a)/(2e − c + a). Then 3 + x = 4(e + a)/(2e − c + a), and

v311 = (a0/√11) e(e + a)/(2e − c + a) = 1118 nm/min.

For (211) put X = −x. In units of a0/(4√6),

eX + c(2 − X) + a(2 + X) = e(2 − X),

so X = 2(e − c − a)/(2e − c + a) and 2 − X = 2(e + 2a)/(2e − c + a). This holds for e ≥ c + a and gives

v211 = (a0/(2√6)) e(e + 2a)/(2e − c + a) = 758 nm/min.

The ratio is therefore

v311/v211 = 2√(6/11) (e + a)/(e + 2a) = 1.474,

while the targets ask for 1.111. The rate e moves both speeds together, and the fit settles at +11.8 % for (311) and −15.7 % for (211). Splitting class g from e lowers the rms misfit of the six facets only from 10.8 to 10.5 %. Giving up the exact fit of (110) reduces the misfits of (331) and (221) but does not remove them all: raising c by 8 % leaves about +8 % for (110), −3 % for (331) and −6 % for (221).

Sorting sites by where their missing second neighbours lie would not separate (331) and (221) from (110). On (110), (331) and (221) alike, a class-c A atom lacks the bond (1,1,1) and the second neighbours (2,2,0), (2,0,±2) and (0,2,±2); the B atoms are equivalent by symmetry. Raising these two speeds at fixed (110) requires classes that look beyond second neighbours. The (311)/(211) ratio is different: it is locked by the seven classes, not by the neighbour range. The class-c pattern of (311) and (211), which lacks (1,1,1), (2,±2,0), (2,0,±2) and (0,2,2), is not equivalent to that of (110), and it is not contained in the class-e pattern of the B atom, so it may be given the larger rate. Take 8110 for this pattern, 4419 for the B-atom class-e pattern, at least 3000 for any site with two bonds, f = 8253, g = 8340 and b = 3305 (all in 1/min), and give every other pattern the largest rate of the patterns it contains. No rate then falls when a neighbour is lost, and (211) and (311) are reproduced together with the five facets already fitted, while (331) and (221) keep their misfits.

**Reference law and front error**

Between three facets with normals n_i and target speeds v_i, write n = Σ α_i n_i and take

v_ref(n) = Σ α_i v_i.

This is linear in n and describes steps that move independently of their spacing. The fundamental triangle is divided into (100, 310, 311), (310, 210, 311), (210, 211, 311), (210, 110, 331), (210, 331, 211), (331, 221, 211) and (221, 111, 211).

The orientation (321) was not used in the calibration. Since (3,2,1) = (1/3)(2,1,0) + (1/3)(3,3,1) + (2/3)(2,1,1),

v_ref = [(√5/3)·1000 + (√19/3)·800 + (2√6/3)·900]/√14 = 903 nm/min.

The automaton gives 650 nm/min, 28 % less. Of this deficit of 253 nm/min, the interpolated misfits of (331) and (211) account for 94. The balance points to the source of the rest. A B atom here has upper bonds of heights 2 and 4 and upper second neighbours at 10, 8, 6, 4, 2, 2. With X = −x, its integral in units of a0/(4√14) is

I_B = g(2 − X) + cX + b(2 − X).

The A atom gives I_A = gX + c(2 − X) + 2b + a(2 + X). Equating the two,

X = 2(g − c − a)/(2g − 2c + b + a) = 0.91.

The atom spends 1.09 of its 3.09 units of exposed life in class b, yet loses only about 6 % of its mass there. The low b is forced by (210) and (310), so this error cannot be tuned away separately.

For a planar front the displacement error after time t is

Δh(n, t) = [v(n) − v_ref(n)] t + a bounded lattice term.

The interpolation is linear in the facet values, so the speed error splits into the interpolated facet misfit plus the model's departure from its own interpolated facet speeds. Weighted by solid angle over 576 directions, the rms values are 67 and 63 nm/min. Uncorrelated parts would combine to 92 nm/min; the total is 117, so they tend to have the same sign. The mean error is −34 nm/min. The largest sampled error is −317 nm/min against a reference of 840, at n = (0.761, 0.555, 0.335), not far from (321). On an 80×80 mesh the total rms and the mean are unchanged, the two parts move by 0.1 nm/min, and the largest error grows to −328 nm/min.

Replacing the diagonals 210–311 and 210–331 by 310–211 and 110–211 changes the reference by 46 nm/min rms. The rms error of 117 nm/min therefore belongs to the first choice of triangles, and against the second choice it is 141 nm/min.

**Cost, cell size and stability**

One removal touches at most 16 neighbours, so etching M atoms costs of order 16 M log M operations at most. One speed evaluation needs 16 heights and a one-dimensional root search.

Every speed is a0 times a combination of rates. Enlarging the cell by a factor S and dividing all rates by S leaves every v(n) unchanged, while the lattice term grows by S. With S = 1000 the cell is 543 nm wide, and a 100 µm cube holds about 5·10⁷ sites. The largest sublattice offset among the sampled directions grows from 0.076 nm to 76 nm, and the (111) layer from 0.31 nm to 0.31 µm. Both remain well below the 7.0 µm rms error at 60 min. They are not small for the slow faces: (111) recedes only 0.36 µm in that time, about one enlarged layer, and a 0.5° miscut has terraces 36 µm wide, so these faces need a smaller S.

The event rule has no step-size limit. A fixed step Δt that discards the overshoot does cause an orientation-dependent error. At dΔt = 0.3 a (100) layer needs 4 steps instead of 3.33, so its speed falls by 17 %. At the same Δt a (110) layer needs 3 steps instead of 2.57 and loses 14 %. Version stamps discard outdated heap entries, and the clamp at zero mass absorbs rounding.

**Failure modes**

For a table that violates the ordering of rates, the proofs given here of a unique speed and of its independence from the initial roughness no longer hold.

The calibrated rates belong to deterministic removal. If each initial mass is drawn from an exponential distribution of mean 1, an atom survives with probability exp(−∫ r dt), which is kinetic Monte Carlo with the same table. Mean removal times agreed with a direct Gillespie simulation within 0.21 standard errors. In single runs on 8×8 cells the random rule changed the speeds by factors of 2.0 for (100), 1.09 for (110) and 42 for (111).

On (111), removing one terrace atom takes a second neighbour from each adjacent terrace atom and moves it from class a to class b, which is 48 times faster. A second such loss moves it to class c, which is 300 times faster than a. From a flat start with equal masses, deterministic removal takes the whole terrace at once and opens no such pit; from a rough start the first terrace does go by a pit, but the spread of removal times dies out within a few layers. The growth of such pits through classes b and c accounts for most of the factor: in single runs on a 12×12 cell it falls from about 46 to 23 with b = a and to 6.5 with b = c = a. The value 42 is not converged. It scatters between about 32 and 42 on 8×8 cells and rises to about 53 on 16×16 and 59 on 32×32 cells. The table must be recalibrated before use in a stochastic code.

The planar error does not directly give the error at corners, where several orientations compete.

**Relation to real etching**

The targets are rough illustrative values for concentrated KOH near 343 K, and all but the (111) speed are rounded to hundreds. The misfits therefore do not measure the accuracy for a particular bath. Rounding alone could account for nearly all of the misfit at (331) and (221): with 1150 nm/min for (110), the model gives 749 and 546 nm/min, close to the rounding limits of 750 and 550. It cannot explain the (311)/(211) ratio, which rounding could raise to at most 1050/850 = 1.24, against 1.474 in the model. Real removal is random, and at fixed rates that assumption moves the numbers most, as shown above; how much of the change recalibration can absorb was not tested.

Wafer alignment matters next. In the model, a (111) surface cut 0.5° off towards (110) or (100) etches at 23 or 24 nm/min, respectively, instead of 6, so a measured (111) speed is a usable target only if the miscut is known. With an activation energy of roughly 0.6 eV, a 1 K error changes speeds by about 6 %. Hydroxide depletion is smaller. For two ions per silicon atom, a 0.1 mm boundary layer, a diffusion coefficient of 3·10⁻⁹ m²/s and 10⁴ mol/m³ of hydroxide, the concentration drop at the (110) speed is about 1 %.

The numerical output lists the remaining values, including direct lattice runs for eleven orientations, which agree with the speed formula to the digits printed.

Computed results

```
lattice constant a0 = 0.54310 nm
assumed ratio r_f/r_c = 20
site rate a (3,>=9): 19.1 1/min
site rate b (3,8): 924.2 1/min
site rate c (3,<=7): 5728.7 1/min
site rate d (2,>=8): 4419.1 1/min
site rate e (2,7): 9558.4 1/min
site rate g (2,<=6): 10721.0 1/min
site rate f (<=1): 114574.0 1/min
facet: target, formula, direct run (nm/min), misfit (%)
(1, 0, 0): 600, 600.00, 600.00, +0.0
(3, 1, 0): 1000, 1000.00, 1000.00, +0.0
(2, 1, 0): 1000, 1000.00, 1000.00, +0.0
(1, 1, 0): 1100, 1100.00, 1100.00, +0.0
(3, 3, 1): 800, 716.16, 716.16, -10.5
(2, 2, 1): 600, 522.01, 522.01, -13.0
(1, 1, 1): 6, 6.00, 6.00, +0.0
(2, 1, 1): 900, 758.48, 758.48, -15.7
(3, 1, 1): 1000, 1118.11, 1118.11, +11.8
held-out: reference, formula, direct run (nm/min), error (%)
(3, 2, 1): 902.7, 649.7, 649.7, -28.0
(5, 3, 1): 948.9, 820.9, 820.9, -13.5
rms misfit, 6 fitted facets, 2 free rates: 10.79 %
rms misfit, 6 fitted facets, 3 free rates: 10.53 %
(311) sublattice offset x = -0.0058 nm
(311) A-atom lengths a, c, e = 0.0468, 0.1170, 0.0468 nm
(311)/(211) speed ratio: model 1.4742, limit 1.4771, target 1.1111
mean reference speed = 861.4 nm/min
mean error = -33.9 nm/min
rms error = 117.4 nm/min
rms part carried from facet misfit = 67.0 nm/min
rms part between facets = 63.3 nm/min
rms change with other triangulation = 46.3 nm/min
largest error = -316.7 nm/min at n = 0.761, 0.555, 0.335
reference speed there = 839.8 nm/min
rms front error after 60 min = 7044 nm
largest sublattice offset on map = 0.076 nm
rough start (311): deviation -0.000 %, bound 2.22 %
doubling r_f changes speeds by at most 0.000 %
exponential masses vs Gillespie: 0.21 standard errors
random/deterministic speed (1, 0, 0), 8x8 cell: 2.00
random/deterministic speed (1, 1, 0), 8x8 cell: 1.09
random/deterministic speed (1, 1, 1), 8x8 cell: 41.69
(111) cut 0.5 deg off, to (110), (100): 22.6, 24.0 nm/min
1 K error at 343 K, 0.6 eV: 5.9 % in speed
inputs: D 3e-09 m2/s, OH 1e+04 mol/m3, layer 1e-04 m
hydroxide depletion at (110) = 1.01 %
```
